# The finite-temperature energy contour with Matsubara poles

## 1. The result

Let $G(z)$ be the trace or a diagonal element of a one-electron Green function, let $\mu$ be the chemical potential, and let

$$f(z)=\frac{1}{1+e^{(z-\mu)/kT}} .$$

Choose an energy $E_B<\mu$ in a gap of the spectrum and an integer $N\ge 1$, and set

$$\eta=2N\pi kT,\qquad z_n=\mu+i(2n-1)\pi kT .$$

Then, for $F(z)=G(z)$ or $F(z)=zG(z)$,

$$
\begin{aligned}
-\frac1\pi\,\mathrm{Im}\int_{E_B}^{\infty}\! f(E)F(E+i0)\,dE
={}&-\frac1\pi\int_0^{\eta}\!\mathrm{Re}\,[f(E_B+iy)F(E_B+iy)]\,dy\\
&-\frac1\pi\int_{E_B}^{\infty}\! f(E)\,\mathrm{Im}\,F(E+i\eta)\,dE\\
&+2kT\sum_{n=1}^{N}\mathrm{Re}\,F(z_n).
\end{aligned}\tag{1}
$$

For the trace, the left side is the number of electrons above $E_B$ if $F=G$, and their band energy if $F=zG$, per spin channel. For a diagonal element it is the share of that one orbital in the number or the energy. The right side needs the Green function on a vertical leg, on a horizontal line at height $\eta$, and at $N$ poles of $f$. The real part of the poles is the chemical potential at the temperature $T$, which in general differs from the zero-temperature Fermi energy.

## 2. The integral to be moved

For levels $\varepsilon_i$ with weights $c_i\ge 0$,

$$G(z)=\sum_i\frac{c_i}{z-\varepsilon_i},\qquad \mathrm{Im}\,\frac{1}{E-\varepsilon_i+i0}=-\pi\,\delta(E-\varepsilon_i),$$

so the density of states is $D(E)=-\mathrm{Im}\,G(E+i0)/\pi$. A continuous spectrum turns the sum into an integral. Since $f$ is real on the real axis, the left side of (1) with $F=G$ is $\int_{E_B}^\infty fD\,dE$.

For the energy, write $z/(z-\varepsilon_i)=1+\varepsilon_i/(z-\varepsilon_i)$. The constant has no imaginary part, and the second term gives $-\pi\varepsilon_i\delta(E-\varepsilon_i)$. Hence $F=zG$ gives $\int_{E_B}^\infty E fD\,dE$.

The derivation uses two properties of $F$:

- $F$ is analytic above the real axis.
- There are abscissas $R\to\infty$ on which $|F(R+iy)|$, for $0<y<\eta$, grows no faster than a power of $R$.

A product such as $G(E+i0)\,G(E-i0)$ is not the boundary value of one function analytic in the upper half-plane, and (1) does not apply to it. For an off-diagonal element $G_{ij}$, which may be complex for reasons unrelated to the spectrum, the imaginary and real parts in (1) have to be replaced by $(X_{ij}-X_{ji}^*)/2i$ and $(X_{ij}+X_{ji}^*)/2$, where $X$ stands for $F$ or, on the leg, for the product $fF$.

## 3. The Fermi function off the axis

**Poles.** The denominator of $f$ vanishes where $e^{(z-\mu)/kT}=-1$, that is, at $(z-\mu)/kT=i(2n-1)\pi$ with integer $n$. These are the points $z_n$, and those with $n\ge1$ lie in the upper half-plane. Near $z_n$,

$$1+e^{(z-\mu)/kT}=1-e^{(z-z_n)/kT}=-\frac{z-z_n}{kT}+O\big((z-z_n)^2\big),$$

so that

$$f(z)\simeq\frac{-kT}{z-z_n},\qquad \mathrm{Res}_{z_n}f=-kT .\tag{2}$$

**Lines on which $f$ is real.** Put $z=E+iy$ and $x=(E-\mu)/kT$. Then

$$f(E+iy)=\frac{1}{1+e^{x}e^{iy/kT}} .$$

The denominator has the imaginary part $e^x\sin(y/kT)$, so $f$ is real if and only if $y=m\pi kT$ with integer $m$. There are two cases.

- For even $m$ the phase factor is $+1$ and $f(E+iy)=f(E)$. These lines run midway between neighbouring poles.
- For odd $m$ the phase factor is $-1$ and $f=1/(1-e^x)$. These lines run through the poles. Here $f$ exceeds 1 for $x<0$, is negative for $x>0$, and diverges at $x=0$.

Reality alone therefore does not select the line. What selects $y=2N\pi kT$ is that $f$ there equals the ordinary Fermi function, which is finite and positive. At $E=\mu+kT$, for instance, $f=0.269$ on the midline and $-0.582$ on a pole line. At $E=\mu$, a quarter of the pole spacing below the midline, $y/kT$ differs from a multiple of $2\pi$ by $-\pi/2$, and $f=1/(1-i)=(1+i)/2$.

## 4. Closing the contour

Take the rectangle with corners $E_B$, $R$, $R+i\eta$, $E_B+i\eta$, run through anticlockwise, with its lower side just above the real axis. Inside it $F$ is analytic. All poles of $f$ have real part $\mu$, which lies between $E_B$ and $R$ because $E_B<\mu$ and $R$ is taken large. The poles inside are then those with $0<(2n-1)\pi kT<2N\pi kT$, which means $n=1,\dots,N$. With (2), the residue theorem gives

$$\int_{\rm axis}+\int_{\rm right}-\int_{\rm line}-\int_{\rm leg}=2\pi i\sum_{n=1}^{N}(-kT)\,F(z_n).\tag{3}$$

The line is counted from left to right and the leg upwards. Both are traversed the other way in the closed circuit, hence the minus signs.

On the right side, $|1+e^w|\ge e^{\mathrm{Re}\,w}-1$ yields

$$|f(R+iy)|\le\frac{1}{e^{(R-\mu)/kT}-1}.$$

This exponential decay overcomes the power growth of $F$ on a side of fixed length $\eta$, so the right side drops out as $R\to\infty$. What remains is

$$\int_{E_B}^\infty fF\,dE=\int_{\rm leg}fF\,dz+\int_{\rm line}fF\,dz-2\pi i\,kT\sum_{n=1}^NF(z_n).\tag{4}$$

Now apply $-\frac1\pi\mathrm{Im}$ to each term.

- Leg: $dz=i\,dy$ and $\mathrm{Im}(i\,fF)=\mathrm{Re}(fF)$.
- Line: $f(E+i\eta)=f(E)$ is real, so $\mathrm{Im}(fF)=f\,\mathrm{Im}F$.
- Poles: $-\frac1\pi\mathrm{Im}\big(-2\pi i\,kT\,F\big)=2kT\,\mathrm{Re}F$.

This is (1). No approximation has been made, and the sum of the three parts does not depend on $N$.

## 5. The lower end

Because $E_B$ lies in a gap, $F$ is analytic at $E_B$ and the leg meets the axis without difficulty. Levels below $E_B$ enter $F$ everywhere on the contour, yet they do not contribute to the total: for $F=1/(z-\varepsilon_c)$ with $\varepsilon_c<E_B$ the left side of (1) is zero, so its three parts on the right cancel. Core states are thus excluded and have to be added separately. The condition $E_B<\mu$ places the poles inside the contour. For $E_B=\mu$ the leg would run through them, and for $E_B>\mu$ none is enclosed, so the pole sum in (1) has to be omitted.

One may wish to replace $f$ by 1 on the leg. With $b=(\mu-E_B)/kT$,

$$|f-1|=\left|\frac{e^{(z-\mu)/kT}}{1+e^{(z-\mu)/kT}}\right|\le\frac{e^{-b}}{1-e^{-b}} .$$

This is negligible when $E_B$ lies many $kT$ below $\mu$. Equation (1) itself does not need it. The numerical check includes a six-site matrix Hamiltonian with $kT=2$ eV, $\mu=0.5$ eV and $E_B=-6$ eV, where $f(E_B)=0.963$. The contour with the full $f$ on the leg gives 2.71413347 electrons, equal to the sum of Fermi functions over the levels above $E_B$.

## 6. Why a positive weight helps

Write $G$ as an integral over its spectrum. At height $\eta$,

$$-\frac1\pi\mathrm{Im}\,G(E+i\eta)=\int D(E')\,\frac{\eta/\pi}{(E-E')^2+\eta^2}\,dE' ,$$

which is the density of states broadened by a Lorentzian of half-width $\eta$. On the line $F$ is smooth on the scale $2N\pi kT$, whereas $f$ still falls from 1 to 0 within a few $kT$. Since $f$ is positive, this step can be put into the weight of a Gauss rule.

Cut the line at an energy $E_{\max}$ many $kT$ above $\mu$ and define $(p,q)=\int_{E_B}^{E_{\max}}f\,p\,q\,dE$. Let $p_0,p_1,\dots$ be the polynomials orthonormal in this product. For $j<k-1$, $(Ep_k,p_j)=(p_k,Ep_j)=0$, because $Ep_j$ has degree below $k$. Hence

$$E\,p_k=\beta_{k+1}p_{k+1}+\alpha_kp_k+\beta_kp_{k-1}.\tag{5}$$

Let $J$ be the $M\times M$ symmetric tridiagonal matrix with diagonal $\alpha_0,\dots,\alpha_{M-1}$ and off-diagonal $\beta_1,\dots,\beta_{M-1}$. By (5), an eigenvector of $J$ with eigenvalue $\lambda$ is proportional to $(p_0(\lambda),\dots,p_{M-1}(\lambda))$, and the last row requires $p_M(\lambda)=0$. Each eigenvalue fixes its eigenvector up to a factor, so the $M$ eigenvalues $\lambda_j$ are distinct, and they are the zeros of $p_M$. They serve as nodes.

A polynomial $P$ of degree at most $2M-1$ can be divided as $P=Qp_M+S$, with $Q$ and $S$ of degree at most $M-1$. Then $(Q,p_M)=0$ and $P(\lambda_j)=S(\lambda_j)$. Since $S$ is fixed by its values at the $M$ nodes, there are weights $w_j$ with

$$\int fP\,dE=\int fS\,dE=\sum_jw_jP(\lambda_j).$$

Choosing for $P$ the square of the polynomial of degree $M-1$ that is 1 at $\lambda_j$ and 0 at the other nodes shows that $w_j>0$. Choosing $P=p_kp_l$ with $k,l<M$ gives $\sum_jw_jp_k(\lambda_j)p_l(\lambda_j)=\delta_{kl}$. The numbers $\sqrt{w_j}\,p_k(\lambda_j)$ therefore form an orthogonal matrix, whose columns are the normalized eigenvectors $v^{(j)}$ of $J$. With $m_0=\int f\,dE$ and $p_0=1/\sqrt{m_0}$, the first components give

$$w_j=m_0\,\big(v^{(j)}_0\big)^2 .$$

For any polynomial $P$ of degree at most $2M-1$, the error of the rule applied to $F$ equals its error applied to $F-P$, and is therefore at most $2m_0\max|F-P|$. Only the smooth $F(E+i\eta)$ has to resemble a polynomial. A Gauss–Legendre rule on the same line has to represent the product $fF$, including the thermal step. The price is that the weighted rule depends on $\mu$ and $T$ and is rebuilt when they change.

## 7. Worked example

A level at energy 0 is coupled with strength $V=0.3$ eV to a semi-elliptic band of half-width $W=4$ eV, and a core level lies at $-10$ eV:

$$G(z)=\frac{1}{z-V^2g(z)}+\frac{1}{z+10\ \mathrm{eV}},\qquad g(z)=\frac{2}{W^2}\Big(z-\sqrt{z-W}\,\sqrt{z+W}\Big).$$

At $E=0$ the band gives $\mathrm{Im}\,g=-2/W$, so the resonance has the half-width $2V^2/W=0.045$ eV, up to a relative correction of order $2V^2/W^2\approx0.01$ that comes from $\mathrm{Re}\,g=2E/W^2$ inside the band. Take $E_B=-6$ eV, $\mu=0.05$ eV, $T=800$ K and $N=5$. Then $kT=0.068939$ eV, the first pole lies at height $\pi kT=0.2166$ eV, and $\eta=10\pi kT=2.166$ eV.

The first pole contributes $2\times0.068939\times0.809862=0.11166$. All five give

$$0.11166+0.02801+0.01903+0.01627+0.01497=0.18995$$

up to rounding in the last digit. With the leg and the line, the occupation is

$$-0.04745+0.48711+0.18995=0.6296 .$$

Direct integration along the real axis gives 0.6296 as well; the two agree to the eight decimals printed. With $N=1$ the parts are $-0.0113$, $0.5293$ and $0.1117$, and the sum is unchanged. The separate parts are not populations: one of them is negative, and each depends on $N$.

For the share of the level in the band energy,

$$0.19916-0.91328+0.66464=-0.0495\ \mathrm{eV}=-0.00364\ \mathrm{Ry},$$

again in agreement with the real-axis integral.

The next table shows the absolute error of the occupation for $M$ points on the line, with 10 points on the leg and $E_{\max}=\mu+30kT$.

| $M$ | Fermi-weighted | Legendre |
|---|---|---|
| 5 | $5\times10^{-5}$ | $0.12$ |
| 10 | $4\times10^{-8}$ | $0.04$ |
| 20 | below $10^{-11}$ | $0.01$ |

The last weighted entry is given only as a bound, because $10^{-11}$ is the tolerance requested from the reference integral. With $M=20$ the contour uses $10+20+5=35$ evaluations of $G$. A 35-point Legendre rule on the real axis over the same energy range errs by 0.41, a figure that depends on where the nodes fall relative to the resonance and lies between 0.18 and 0.88 for 33 to 37 points. Its mean point spacing is $(6+0.05+30\times0.0689)/35\approx0.23$ eV, five times the half-width of the resonance it has to resolve.

## 8. The limit of low temperature

Keep $\eta$ fixed and let $T\to0$, so that $N=\eta/(2\pi kT)$ grows. Take $F=G$ and $E_B<\mu$, and assume that $D$ is smooth near $\mu$ on the scale $kT$.

**Line.** For smooth $H$, put $E=\mu+kTx$. The difference between $f$ and the zero-temperature step is the odd function $\mathrm{sgn}(x)/(e^{|x|}+1)$, so the term in $H(\mu)$ cancels and

$$\int fH\,dE-\int^{\mu}\!H\,dE\simeq 2(kT)^2H'(\mu)\int_0^\infty\frac{x\,dx}{e^x+1}=\frac{\pi^2}{6}(kT)^2H'(\mu).$$

The last integral is $\sum_{m\ge1}(-1)^{m+1}/m^2=\pi^2/12$. With $H=-\mathrm{Im}\,G(E+i\eta)/\pi$, the line shifts by

$$\Delta_{\rm line}=-\frac{\pi}{6}(kT)^2\,\mathrm{Im}\,G'(\mu+i\eta).$$

**Poles.** Let $u(y)=\mathrm{Re}\,G(\mu+iy)$ and $h=2\pi kT$. The poles lie at $y_n=(n-\tfrac12)h$, the midpoints of $N$ cells that fill $0<y<\eta$. The integral of $u$ over one cell is $hu(y_n)+\frac{h^3}{24}u''(y_n)+\dots$, and to leading order $h\sum_nu''(y_n)=u'(\eta)-u'(0)$. Therefore

$$2kT\sum_nu(y_n)=\frac{h}{\pi}\sum_nu(y_n)\simeq\frac1\pi\int_0^\eta u\,dy-\frac{h^2}{24\pi}\,[u'(\eta)-u'(0)].$$

The integral is the last leg of the zero-temperature contour, from $\mu+i\eta$ down to $\mu$, since $-\frac1\pi\mathrm{Im}\int_\eta^0G\,i\,dy=\frac1\pi\int_0^\eta u\,dy$. The residues at the poles turn into that leg. With $h^2/24\pi=\pi(kT)^2/6$ and $u'=\mathrm{Re}(iG')=-\mathrm{Im}\,G'$,

$$\Delta_{\rm poles}=\frac{\pi}{6}(kT)^2\big[\mathrm{Im}\,G'(\mu+i\eta)-\mathrm{Im}\,G'(\mu+i0)\big].$$

**Sum.** The terms at height $\eta$ cancel, and the change on the first leg is exponentially small. What is left is the Sommerfeld term

$$-\frac{\pi}{6}(kT)^2\,\mathrm{Im}\,G'(\mu+i0)=\frac{\pi^2}{6}(kT)^2D'(\mu).$$

For the bare band $g$ with $\mu=-2$ eV, $kT=0.05$ eV and $N=6$, the computed shifts of line and poles are $6.01\times10^{-5}$ and $3.45\times10^{-5}$ electrons, in total $9.46\times10^{-5}$. The leading formulas give $6.01$, $3.44$ and $9.45\times10^{-5}$. In the example of section 7 the half-width of the resonance is smaller than $kT$, so this expansion is not justified there, while (1) still holds.

## 9. The pole nearest the axis

Raising $N$ smooths the line, but the first pole stays at height $\pi kT$. In a crystal with $\mu$ inside a band and $E_B$ far from any band edge, this pole is the point of the contour closest to the spectrum, and it usually sets the demand on the mesh of wave vectors; an exception is given at the end of this section. A chain with lattice constant 1 and band $2t\cos k$ shows how. Define $q$ by $z=t(q+1/q)$ with $|q|<1$. Then

$$z-2t\cos k=\frac tq\,(1-qe^{ik})(1-qe^{-ik}).$$

Summing two geometric series gives

$$\sum_{m=-\infty}^{\infty}q^{|m|}e^{imk}=\frac{1}{1-qe^{ik}}+\frac{1}{1-qe^{-ik}}-1=\frac{1-q^2}{(1-qe^{ik})(1-qe^{-ik})},$$

and therefore

$$\frac{1}{z-2t\cos k}=\frac{q}{t(1-q^2)}\sum_{m=-\infty}^{\infty}q^{|m|}e^{imk}.$$

The full integral over $k$ keeps $m=0$. The average over $k=2\pi j/N_k$ keeps all multiples of $N_k$, so its error relative to the exact diagonal element is

$$2\sum_{l=1}^\infty q^{lN_k}=\frac{2q^{N_k}}{1-q^{N_k}} .$$

The mesh replaces the infinite chain by a ring of $N_k$ sites, and the error comes from paths around the ring.

For $t=1$ eV, $N_k=64$ and the temperature and $\mu$ of section 7, the first pole has $|q|=0.898$ and a relative error of $2.0\times10^{-3}$. The second has $|q|=0.727$ and $2.6\times10^{-9}$. It is therefore economical to use a fine mesh at the first pole and coarser ones higher up.

For $\mu$ inside the band and small height $y$, put $q=e^{i\theta}$, so that $z=2t\cos\theta$. To first order, $|\mathrm{Im}\,\theta|=y/v$ with $v=2t|\sin k|$ at the energy $\mu$, and $|q|^{N_k}\simeq e^{-N_ky/v}$. At $y=\pi kT$, a given accuracy requires $N_k$ to grow as $v/(\pi kT)$. A higher temperature thus makes the calculation cheaper, but it also changes the occupation being computed: (1) is an identity at the chosen $T$, and it does not remove the difference between that $T$ and zero.

The same estimate shows that height divided by velocity, not height alone, decides. If $\mu$ lies in the upper half of the band, the line passes over the band centre, where the velocity is $2t$ and $|q|\simeq e^{-\eta/2t}$. To first order this exceeds the value $e^{-\pi kT/v}$ at the first pole when $v<t/N$, that is, for $\mu$ near the top of the band and small $N$. For $t=1$ eV, $\mu=1.9$ eV and the temperature of section 7, the first pole has $|q|=0.765$, while the line reaches $0.807$ for $N=1$ and $0.657$ for $N=2$.

## Computed values

```
T = 800 K, kT = 0.068939 eV, mu = 0.05 eV, E_B = -6.0 eV
band half-width 4.0, coupling 0.3, level 0.0, core -10.0 eV
resonance half-width at level: 0.0450 eV
N = 5, line height eta = 2.16577 eV, pole spacing = 0.43315 eV
exp(-(mu-E_B)/kT) = 7.7e-39
f at mu+kT: on midline 0.26894, on pole line -0.58198
f at mu, a quarter spacing below midline: 0.500 +0.500 i
residue of f from a small circle: -0.068939 eV
real axis: occupation 0.62960812, band energy -0.04947537 eV
N   leg          line         poles        sum (occupation)
1  -0.01133065  +0.52927716  +0.11166160  0.62960812
2  -0.02212126  +0.51205387  +0.13967551  0.62960812
5  -0.04745211  +0.48711455  +0.18994568  0.62960812
8  -0.06025609  +0.45911241  +0.23075179  0.62960812
energy leg, line, poles (eV): +0.19916498, -0.91327990, +0.66463955
contour band energy: -0.04947537 eV = -0.00363637 Ry
n   Im z_n (eV)   Re G (1/eV)   2 kT Re G
1   0.21658       +0.809862     +0.111662
2   0.64973       +0.203180     +0.028014
3   1.08289       +0.138001     +0.019027
4   1.51604       +0.118005     +0.016270
5   1.94919       +0.108595     +0.014973
matrix, kT = 2.0 eV, mu = 0.5 eV: f(E_B) = 0.9627
  level sum 2.71413347, contour 2.71413347
occupation error, 10 leg points; line points, Fermi-weighted, Legendre:
   5   5.2e-05   1.2e-01
  10   4.0e-08   4.1e-02
  20   1.7e-13   1.0e-02
  real axis, 35 Legendre points: error 4.1e-01
bare band, mu = -2.0 eV, kT = 0.05 eV, N = 6, eta = 1.8850 eV
  line  shift +6.0100e-05, leading formula +6.0116e-05
  poles shift +3.4460e-05, leading formula +3.4353e-05
  total shift +9.4560e-05, leading formula +9.4469e-05
chain, t = 1.0 eV, 64 k points: relative error of G
  pole 1: |q| = 0.89753, error 1.98e-03
  pole 2: |q| = 0.72652, error 2.63e-09
```
